# Three-Centre Two-Electron Bonds and the Methyl Bridges of Trimethylaluminium Dimer

Place three orbitals in a row, give them a common energy $\alpha$, and let neighbours be coupled by an energy $\beta$. A change of the energy zero shifts $\alpha$ and moves every level equally, so $\alpha$ cancels when the energy of the chain is compared with that of separated sites holding the same number of electrons. The one energy left is $\beta$, and the bonding energy must be

$$
\Delta E=c\,\beta ,
$$

where $c$ is a pure number set by the connections and the number of electrons. Reflection symmetry fixes $c$. Exchanging the two end sites leaves the chain unchanged, so each orbital can be chosen even or odd under the exchange. The middle orbital is even and can mix with just one combination of the end orbitals, the even one. The three-site problem therefore reduces to a two-site problem.

In trimethylaluminium dimer, $\mathrm{Al_2(CH_3)_6}$, the end sites $\phi_1$ and $\phi_3$ are hybrid orbitals on the two aluminium atoms, each pointing towards a bridging methyl group. The middle site $\phi_2$ is the carbon hybrid of that group. The three orbitals are first taken as orthonormal, with equal energies and no direct coupling between the ends. Their phases are chosen so that $\beta<0$, which makes an in-phase combination of neighbours bonding. This is the Hückel model: the total energy is the sum of the energies of the occupied orbitals, two electrons to an orbital, and electron repulsion enters at most through the values of the parameters.

The need for such a bond appears on counting electrons. Two aluminium atoms supply 3 valence electrons each, six carbon atoms 4 each and eighteen hydrogen atoms 1 each, which makes $6+24+18=48$. Eighteen C–H bonds take 36 of them and four terminal Al–C bonds take 8. Four electrons remain for two bridges, which contain four Al–C links. With two electrons per link, eight would be needed. Each bridge must hold two aluminium atoms and one carbon atom together with a single pair.

The Hamiltonian of one bridge acts on the sites as

$$
H\phi_1=\alpha\phi_1+\beta\phi_2,\qquad
H\phi_2=\beta\phi_1+\alpha\phi_2+\beta\phi_3,\qquad
H\phi_3=\beta\phi_2+\alpha\phi_3 .
$$

Define the normalized even and odd end combinations

$$
g=\frac{\phi_1+\phi_3}{\sqrt2},\qquad u=\frac{\phi_1-\phi_3}{\sqrt2}.
$$

In $Hu$ the two contributions $\beta\phi_2/\sqrt2$ and $-\beta\phi_2/\sqrt2$ cancel, so $Hu=\alpha u$. In $Hg$ they add:

$$
Hg=\frac{\alpha\phi_1+\beta\phi_2+\beta\phi_2+\alpha\phi_3}{\sqrt2}
=\alpha g+\sqrt2\,\beta\,\phi_2 .
$$

Since $\phi_1+\phi_3=\sqrt2\,g$, the middle site obeys $H\phi_2=\alpha\phi_2+\sqrt2\,\beta\,g$. The carbon orbital thus meets one partner, $g$, with a coupling larger than $\beta$ by $\sqrt2$. Two orbitals of equal energy mix with equal weights, and the three levels are

$$
\varepsilon_{+}=\alpha+\sqrt2\,\beta,\qquad
\varepsilon_0=\alpha,\qquad
\varepsilon_{-}=\alpha-\sqrt2\,\beta .
$$

Because $\beta$ is negative, $\varepsilon_+$ is the lowest. Its orbital is

$$
\psi_+=\frac{g+\phi_2}{\sqrt2}
=\tfrac12\phi_1+\tfrac1{\sqrt2}\phi_2+\tfrac12\phi_3 .
$$

Two electrons of opposite spin occupy it and have energy $2\alpha+2\sqrt2\,\beta$. On separated sites they have energy $2\alpha$ however they are distributed. Hence

$$
\Delta E_{\text{3c}}=2\sqrt2\,\beta ,
$$

so $c=2\sqrt2$. The bonding energy is negative, and separating the sites costs $2\sqrt2\,|\beta|$.

The shape of $\psi_+$ shows where this energy resides. The site populations are twice the squared coefficients: $\tfrac12$, $1$ and $\tfrac12$ electrons. The bond order of a link is twice the product of neighbouring coefficients,

$$
P_{12}=P_{23}=2\cdot\tfrac12\cdot\tfrac1{\sqrt2}=\tfrac1{\sqrt2}.
$$

Each link contributes $2\beta P_{12}=\sqrt2\,\beta$, where the 2 counts both off-diagonal elements of $H$. In an ordinary two-centre bond the lower orbital has energy $\alpha+\beta$, the bond order is 1 and the pair gives $2\beta$. A bridge link is therefore weaker than an ordinary bond, while the two links together are stronger than one.

Take the round parameters $\alpha=-8$ eV and $\beta=-2$ eV, which are not fitted to trimethylaluminium. The lowest level is $-8-1.414\times2=-10.83$ eV, and the pair has energy $-21.66$ eV against $-16$ eV on separated sites. The bonding energy is $-5.66$ eV, or $-546$ kJ/mol. It consists of $-2.83$ eV per link, compared with $-4.00$ eV for an ordinary bond.

The number $2\sqrt2\,\beta$ does not by itself explain why a methyl group should bridge. Separated sites are not the alternative open to the molecule. In the monomer the same electron pair already forms an Al–C bond, and the second aluminium atom offers an empty hybrid. The bridge replaces a two-centre bond plus an empty orbital, and at equal coupling the energy changes by

$$
\Delta E_{\text{bridge}}=2\sqrt2\,\beta-2\beta=2(\sqrt2-1)\beta .
$$

For the chosen parameters this is $-5.66+4.00=-1.66$ eV per bridge, or $-3.31$ eV for two.

In this dimer the bridging Al–C links are longer than the terminal ones, roughly 2.1 Å against 2.0 Å, so their coupling $\beta'$ may be smaller in magnitude than the coupling $\beta$ of an ordinary bond. The bridge is then favoured if $2\sqrt2\,|\beta'|>2|\beta|$, that is, if

$$
\frac{\beta'}{\beta}>\frac1{\sqrt2}\approx0.71 .
$$

Delocalization over a third centre pays for a loss of up to about 29 per cent of the coupling. Beyond that the model with uncoupled ends prefers the monomers.

With equal sites and uncoupled ends, the energy does not single out two electrons. A third and a fourth electron enter $u$ at energy $\alpha$, which is what they would have on separated sites. The bonding energy is $-5.66$ eV for two, three and four electrons, and falls in magnitude to $-2.83$ eV for one or five. What the model shows is that two electrons suffice to obtain the full bonding energy of the chain. That there are just two comes from the electron count.

Carbon attracts electrons more strongly than aluminium, and the aluminium hybrids may overlap across the bridge. Let the carbon site lie at $\alpha-\delta$ with $\delta\ge0$, and let the ends be coupled by $\gamma\le0$. Reflection symmetry survives. The end coupling sends $\phi_1$ to $\gamma\phi_3$ and $\phi_3$ to $\gamma\phi_1$, which moves $g$ to $\alpha+\gamma$ and $u$ to $\alpha-\gamma$. The even orbitals are governed by

$$
\begin{pmatrix}\alpha+\gamma&\sqrt2\,\beta\\ \sqrt2\,\beta&\alpha-\delta\end{pmatrix}.
$$

The eigenvalues of a symmetric two-by-two matrix are the mean of its diagonal elements plus or minus the square root of (half their difference) squared plus the coupling squared. Twice the lower one is the energy of the pair:

$$
E=2\alpha+\gamma-\delta-\sqrt{(\gamma+\delta)^2+8\beta^2}.
$$

For $\gamma=\delta=0$ it returns $2\alpha+2\sqrt2\,\beta$, because $\sqrt{8\beta^2}=-2\sqrt2\,\beta$ for negative $\beta$. With $\delta=0$ and $\gamma=-0.5$ eV the bonding energy becomes $-0.5-\sqrt{0.25+32}=-6.18$ eV. An attractive end coupling strengthens the bridge, since the ends have the same sign in $\psi_+$. It also raises $u$ above $\alpha$, so a third or fourth electron would now weaken the bonding. The end coupling also lowers the break-even ratio. At $\delta=0$, setting $\gamma-\sqrt{\gamma^2+8\beta'^2}=-2|\beta|$ gives $(\beta'/\beta)^2=\tfrac12(1-|\gamma|/|\beta|)$, which is a ratio of 0.61 for $\gamma=-0.5$ eV and $\beta=-2$ eV.

Now set $\gamma=0$. The same argument for a two-centre bond, with coupling $\beta$ in place of $\sqrt2\,\beta$, gives $2\alpha-\delta-\sqrt{\delta^2+4\beta^2}$. The energy change on bridging is the difference,

$$
\Delta E_{\text{bridge}}=\sqrt{\delta^2+4\beta^2}-\sqrt{\delta^2+8\beta^2}<0 .
$$

This comparison needs no convention for separated sites, whose energy now depends on where the electrons are placed. If the bridge has coupling $\beta'$ and the same $\delta$, the two energies are equal when $8\beta'^2=4\beta^2$. The break-even ratio is again $1/\sqrt2$: polarity changes the size of the gain but not this threshold.

For $\delta\gg|\beta|$ the roots expand as $\delta+2\beta^2/\delta$ and $\delta+4\beta^2/\delta$, so the gain tends to $-2\beta^2/\delta$. In this limit the pair sits almost wholly on carbon and is stabilized by $2\beta^2/\delta$ for each empty aluminium hybrid next to it. The bridge is then a carbon donor with two acceptors instead of one.

The carbon population follows from the energy. When a parameter changes, the energy of an occupied eigenstate changes at first order by the expectation value of the change in $H$. Raising $\delta$ lowers the carbon site, so $n_{\mathrm C}=-\partial E/\partial\delta$, and

$$
n_{\mathrm C}^{\text{3c}}=1+\frac{\delta}{\sqrt{\delta^2+8\beta^2}},\qquad
n_{\mathrm C}^{\text{2c}}=1+\frac{\delta}{\sqrt{\delta^2+4\beta^2}} .
$$

For $\delta=2$ eV and $\beta=-2$ eV the first root is 6 eV, and the bridge has $1.33$ electrons on carbon and $0.33$ on each aluminium. The two-centre bond has $1.45$ on carbon and $0.55$ on aluminium. The gain is $4.47-6.00=-1.53$ eV, slightly less than for equal sites.

Real neighbouring orbitals also overlap. Let $S>0$ be the overlap of neighbours, with equal site energies and uncoupled, non-overlapping ends. Then $g$ and $\phi_2$ have overlap $\sqrt2\,S$, which must be below 1. Their in-phase sum has energy

$$
\varepsilon=\frac{\alpha+\sqrt2\,\beta}{1+\sqrt2\,S},\qquad
\varepsilon-\alpha=\frac{\sqrt2\,(\beta-\alpha S)}{1+\sqrt2\,S}.
$$

The second form follows on subtracting $\alpha(1+\sqrt2\,S)$ in the numerator. The quantity $\beta-\alpha S$ is the coupling that does not depend on the energy zero, and it must be negative for bonding. Doubling for two electrons, and repeating the step for two centres, gives

$$
\Delta E_{\text{3c}}=\frac{2\sqrt2\,(\beta-\alpha S)}{1+\sqrt2\,S},\qquad
\frac{\Delta E_{\text{3c}}}{\Delta E_{\text{2c}}}=\frac{\sqrt2\,(1+S)}{1+\sqrt2\,S}.
$$

The ratio exceeds 1 because $\sqrt2+\sqrt2\,S>1+\sqrt2\,S$, but it is smaller than $\sqrt2$. For $S=0.2$, choose $\beta=-3.6$ eV so that $\beta-\alpha S=-3.6+1.6=-2$ eV, as before. The bonding energies are then $-4.41$ eV for the chain and $-3.33$ eV for the pair, with ratio $1.32$. Overlap reduces the advantage of the bridge, and the threshold $1/\sqrt2$ belongs to the model without overlap and without end coupling. The value $S=0.2$ is only an illustration, and non-overlapping ends are a simplification that the short Al–Al distance of the real dimer does not justify.

The two bridges of the dimer have so far been independent, although each aluminium atom contributes one hybrid to each bridge. Let $\kappa$ couple two such hybrids on the same atom, with $|\kappa|\ll|\beta|$, leave the terminal hybrids uncoupled, and return to equal sites without overlap. In the dimer, $\kappa$ links the corresponding ends of two identical chains. Mixing between the two occupied orbitals leaves the sum of their energies unchanged. The nonbonding orbital of the other chain is odd and does not couple to $\psi_+$. The antibonding orbital has end coefficients $\tfrac12$ and $\tfrac12$, so its matrix element with $\psi_+$ is $\kappa(\tfrac14+\tfrac14)=\kappa/2$, across a gap $2\sqrt2\,|\beta|$. For four electrons, second-order perturbation theory gives

$$
\delta E_{\text{dimer}}=-4\,\frac{(\kappa/2)^2}{2\sqrt2\,|\beta|}
=-\frac{\kappa^2}{2\sqrt2\,|\beta|}.
$$

In a monomer that keeps the hybrids it has in the dimer, $\kappa$ couples the bonding pair to the empty hybrid of its own aluminium atom. The matrix element is $\kappa/\sqrt2$ and the gap is $|\beta|$. Two electrons in each of two monomers give

$$
\delta E_{\text{monomers}}=-4\,\frac{\kappa^2/2}{|\beta|}=-\frac{2\kappa^2}{|\beta|}.
$$

The monomers are stabilized more, since their empty orbital is closer in energy and couples more strongly. For $\kappa=-0.5$ eV, diagonalization gives shifts of $-0.044$ eV for the dimer and $-0.246$ eV for the monomers. The energy change for two bridges becomes $-3.314-0.044+0.246=-3.112$ eV. Within this model, and at this coupling, the independent-bridge picture is a fair approximation. A free monomer is planar, however. Its empty orbital is then a p orbital, which reflection in the molecular plane keeps from mixing with the Al–C bonds. The energy needed to bend the monomer into the shape it has in the dimer is not included here.

Whether the real dimer contains such bonds can be examined without Hückel parameters. A restricted Hartree–Fock calculation with the 6-31G basis (116 functions) was made for $\mathrm{Al_2(CH_3)_6}$ at an idealized, unoptimized geometry. The lengths are rough two-figure values: Al–Al 2.6 Å, bridging Al–C 2.1 Å, terminal Al–C 2.0 Å and C–H 1.1 Å. The first two fix the bridge angle through $\sin(\theta/2)=1.3/2.1$, so $\theta=76.5^\circ$.

The occupied orbitals of a closed-shell determinant may be rotated among themselves without changing its density or energy. This freedom was used to concentrate the 24 valence orbitals on as few atoms as possible by the Pipek–Mezey criterion, which maximizes the sum of squared atomic populations. The populations were measured in orthonormalized intrinsic atomic orbitals, a minimal atom-centred set that spans the occupied space. Counting an atom as a centre if it holds more than 0.1 electron of an orbital, the calculation was tested for the pattern required by the electron count, and that pattern was found: eighteen C–H orbitals, four Al–C orbitals and two Al–C–Al orbitals.

Each bridging orbital has populations $0.27$, $1.45$ and $0.27$ electrons on Al, C and Al. Nearly the whole pair lies on three atoms and is shared equally by the two metals, as the symmetric chain requires. The departure from $\tfrac12$, $1$, $\tfrac12$ has the direction expected for a lower carbon site. A terminal orbital has $0.58$ on its aluminium atom, $1.41$ on carbon and about $0.001$ on the other aluminium atom, so it is a two-centre bond.

One feature does not fit the simplest model. With common $\delta$ and $\beta$, carbon should hold less charge in the bridge than in a terminal bond, but here it holds slightly more. Writing $x=n_{\mathrm C}-1$ and solving the population formulas for $\delta$ gives

$$
\frac{\delta}{|\beta|}=\frac{2x}{\sqrt{1-x^2}}\ \text{(terminal)},\qquad
\frac{\delta}{|\beta'|}=\frac{2\sqrt2\,x}{\sqrt{1-x^2}}\ \text{(bridge)}.
$$

The populations yield about 0.9 and 1.4. If $\delta$ were the same in both bonds and the two aluminium hybrids of a bridge were not coupled directly, the coupling ratio would be $\beta'/\beta\approx0.9/1.4\approx0.64$, below the break-even value 0.71. Equal carbon populations would give exactly $1/\sqrt2$, so the shortfall rests on a difference of only 0.03 electron, obtained with one geometry, basis and population scheme. Taken literally, the model would then deny the bridge an energetic advantage. That reading is not secure, because a carbon atom with two aluminium neighbours need not have the same $\delta$ as one with a single neighbour, and two populations cannot determine $\delta$ and $\beta$ separately for each bond. It does show that the populations cannot be used as evidence for the energy gain.

The Hartree–Fock result therefore supports the bonding pattern: one electron pair is shared over the three atoms of each Al–C–Al bridge. It does not give the dimerization energy, which would require optimized monomer and dimer structures and electron correlation, including dispersion. The Hückel chain shows one way in which a bridge can compete with an ordinary bond: sharing the pair with a second aluminium atom lowers its energy, provided that enough coupling survives the stretching of the links. In the real dimer the Al–Al distance of 2.6 Å is shorter than in aluminium metal, so the direct coupling $\gamma$ between the two aluminium hybrids cannot be assumed small. It may supply much of the gain, and the threshold $1/\sqrt2$ for uncoupled ends should not be applied to the molecule. Its energies are not estimates for the real molecule. The full set of values is in the numerical output below.

## Table of computed values

```
alpha = -8.00 eV, beta = -2.00 eV
chain levels = [-10.8284  -8.      -5.1716] eV
two-electron chain energy = -21.6569 eV
separated-site energy = -16.0000 eV
three-centre bonding energy = -5.6569 eV
the same = -545.8 kJ/mol
bonding energy / beta = 2.828427
two-centre bonding energy = -4.0000 eV
site populations = [0.5 1.  0.5] electrons
bond order per link = 0.7071
energy per link = -2.8284 eV
bonding energy for 1 to 5 electrons = [-2.8284 -5.6569 -5.6569 -5.6569 -2.8284] eV
energy change per bridge = -1.6569 eV
energy change for two bridges = -3.3137 eV
break-even coupling ratio, delta = 0: 0.707107
break-even coupling ratio, delta = 2.0 eV: 0.707107
delta = 2.0 eV: chain populations = [0.3333 1.3333 0.3333] electrons
delta = 2.0 eV: pair populations (Al, C) = [0.5528 1.4472] electrons
delta = 2.0 eV: change per bridge = -1.5279 eV
gamma = -0.5 eV: chain bonding energy = -6.1789 eV
S = 0.2: beta used = -3.6000 eV
S = 0.2: chain bonding energy = -4.4096 eV
S = 0.2: pair bonding energy = -3.3333 eV
S = 0.2: chain/pair ratio = 1.3229
kappa = -0.5 eV: dimer shift = -0.0441 eV
kappa = -0.5 eV: monomers shift = -0.2462 eV
kappa = -0.5 eV: two-bridge change = -3.1116 eV
Al2(CH3)6, RHF/6-31G, idealised geometry, rough lengths:
Al-Al = 2.6 angstrom, Al-C bridge = 2.1 angstrom
Al-C terminal = 2.0 angstrom, C-H = 1.1 angstrom
Al-C-Al angle = 76.5 degrees
basis functions = 116, RHF energy = -721.37818 hartree
valence electrons = 48
localized orbitals by centres = {'C-H': 18, 'Al-C': 4, 'Al-Al-C': 2}
bridge orbital populations (Al, C, Al) = [0.267 1.446 0.267] electrons
terminal orbital populations (Al, C, other Al) = [5.770e-01 1.412e+00 1.000e-03] electrons
```
